# Density-Weighted Schwarz Screening and the Accuracy of Two-Electron Gradients

## A force with the wrong sign

Take Li2 in restricted Hartree-Fock (RHF) theory with the def2-TZVP basis, at a separation of 6.0 bohr. Drop every two-electron term whose estimated contribution to the energy is below \(10^{-4}\) hartree. With the density held fixed, the energy changes by \(9.7\times10^{-3}\) hartree, or 0.066 % of the total. The energy gradient on the first atom should be \(-0.00740\) hartree/bohr. The dropped terms carry \(-0.00830\) of it, so what remains is

\[
-0.00740-(-0.00830)=+0.00090\ \text{hartree/bohr}.
\]

The second atom lies in the positive direction, and the force is minus the gradient. The unscreened force therefore pulls the atoms together, while the force computed from the retained derivative terms pushes them apart. These numbers belong to this basis. The unscreened gradient becomes \(-0.00758\) in def2-TZVPP and \(-0.00771\) in def2-QZVP. At the same threshold the retained gradient is \(+0.00297\) in def2-TZVPP but \(-0.00529\) hartree/bohr in def2-SVP, where the sign is not reversed.

A threshold chosen for energies does not by itself control forces. What is needed is an estimate of each neglected derivative term, and a bound on their sum.

## The quantity being screened

Let the basis functions \(\mu,\nu,\lambda,\sigma\) be real and atom-centred, and write

\[
(\mu\nu|\lambda\sigma)=\iint
\frac{\mu(\mathbf r_1)\nu(\mathbf r_1)\lambda(\mathbf r_2)\sigma(\mathbf r_2)}
{|\mathbf r_1-\mathbf r_2|}\,d^3r_1d^3r_2 .
\]

For a closed shell with occupied coefficient vectors \(c_i\), the density matrix is \(D=2\sum_i c_ic_i^T\). The two-electron energy is

\[
E_2=\tfrac12\sum D_{\mu\nu}D_{\lambda\sigma}(\mu\nu|\lambda\sigma)
-\tfrac14\sum D_{\mu\lambda}D_{\nu\sigma}(\mu\nu|\lambda\sigma).
\]

Exchanging \(\lambda\) and \(\sigma\) leaves the integral unchanged, so the exchange coefficient may be averaged over both pairings:

\[
E_2=\tfrac12\sum\Gamma_{\mu\nu\lambda\sigma}(\mu\nu|\lambda\sigma),
\]
\[
\Gamma_{\mu\nu\lambda\sigma}=D_{\mu\nu}D_{\lambda\sigma}
-\tfrac14\left(D_{\mu\lambda}D_{\nu\sigma}+D_{\mu\sigma}D_{\nu\lambda}\right).
\]

This \(\Gamma\) has the same permutation symmetry as the integrals.

Now move atom \(A\) along \(z\). A function on \(A\) depends on \(\mathbf r-\mathbf A\), hence \(\partial\mu/\partial A_z=-\partial_z\mu\), where \(\partial_z\) acts on the electron coordinate. The product rule gives four terms, one for each position in the integral. Relabelling the indices makes them equal after summation, and \(\tfrac12\times4\times(-1)=-2\):

\[
g_2=-2\sum_{\mu\in A}\sum_{\nu\lambda\sigma}
\Gamma_{\mu\nu\lambda\sigma}(\partial_z\mu\,\nu|\lambda\sigma).
\]

The density also changes when the atom moves, but its derivative is not needed. Let \(F=\partial E/\partial D\) be the Fock matrix, \(S\) the overlap matrix, and a prime the derivative with respect to \(A_z\). Using \(Fc_i=\varepsilon_iSc_i\),

\[
\operatorname{Tr}(FD')=4\sum_i c_i'^TFc_i
=4\sum_i\varepsilon_i c_i'^TSc_i .
\]

Differentiating \(c_i^TSc_i=1\) gives \(2c_i'^TSc_i=-c_i^TS'c_i\), and so

\[
\operatorname{Tr}(FD')=-2\sum_i\varepsilon_i c_i^TS'c_i .
\]

The total gradient \(g\) is \(g_2\) plus this overlap term, the derivative of the one-electron integrals at fixed \(D\), and the nuclear repulsion term. Screening of derivative integrals affects \(g_2\) alone.

## A bound for each derivative integral

For two real charge distributions \(f\) and \(h\), let \((f|h)\) be their Coulomb interaction. In Fourier space

\[
(f|f)=\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}|\hat f(\mathbf k)|^2\ge0 .
\]

Apply this to \(f-th\) with \(t=(f|h)/(h|h)\):

\[
0\le(f-th|f-th)=(f|f)-\frac{(f|h)^2}{(h|h)} .
\]

Thus \(|(f|h)|\le\sqrt{(f|f)(h|h)}\). Nothing here requires \(f\) to be an undifferentiated product. Define

\[
Q_{\mu\nu}=\sqrt{(\mu\nu|\mu\nu)},\qquad
Q'_{\mu\nu}=\sqrt{(\partial_z\mu\,\nu|\partial_z\mu\,\nu)} .
\]

Then

\[
|(\partial_z\mu\,\nu|\lambda\sigma)|\le Q'_{\mu\nu}Q_{\lambda\sigma}.
\]

Equality holds when the two distributions are proportional. This can happen on one centre: the derivative of one s Gaussian times another has the form \(z e^{-pr^2}\), and so has an s Gaussian times a \(p_z\) Gaussian with the same exponent sum. In the Li2 calculation the inequality was tested for every derivative integral, and where the bound exceeds \(10^{-6}\) (atomic units) the largest ratio of integral to bound is 1.0000 to the printed digits. The bound on a single integral therefore cannot be tightened by a universal factor.

Integrals are computed in shell blocks, so the estimates should be constant within a block. Let \(P_{\mu\nu}\) be the larger of \(Q'_{\mu\nu}\) and \(Q'_{\nu\mu}\). From here on, \(Q\) and \(P\) denote maxima over the shell block, and \(d\) is the blockwise maximum of \(|D|\). The triangle inequality gives \(|\Gamma|\le W\), with

\[
W_{\mu\nu\lambda\sigma}=d_{\mu\nu}d_{\lambda\sigma}
+\tfrac14(d_{\mu\lambda}d_{\nu\sigma}+d_{\mu\sigma}d_{\nu\lambda}).
\]

Two screening estimates follow:

\[
e_{\mu\nu\lambda\sigma}=W_{\mu\nu\lambda\sigma}Q_{\mu\nu}Q_{\lambda\sigma},
\]
\[
b_{\mu\nu\lambda\sigma}=W_{\mu\nu\lambda\sigma}
\max(P_{\mu\nu}Q_{\lambda\sigma},Q_{\mu\nu}P_{\lambda\sigma}).
\]

The first measures an energy, the second an energy per length. The maximum in \(b\) covers a derivative on any of the four functions. For a general molecule \(P\) must also cover the \(x\) and \(y\) derivatives; for the diatomic on the \(z\) axis, \(z\) suffices.

## The neglected force

Let \(\mathcal N\) be the set of dropped quartets. The lost part of the gradient is

\[
\delta g=-2\sum_{\substack{\mathcal N\\ \mu\in A}}
\Gamma_{\mu\nu\lambda\sigma}(\partial_z\mu\,\nu|\lambda\sigma),
\]

and the inequalities above give

\[
|\delta g|\le B=2\sum_{\substack{\mathcal N\\ \mu\in A}}
W_{\mu\nu\lambda\sigma}P_{\mu\nu}Q_{\lambda\sigma}.
\]

The sum \(B\) needs no dropped derivative integral. If \(\mathcal N\) contains the quartets with \(b<\tau\), each summand is below \(\tau\). With \(N_A\) dropped terms having \(\mu\) on \(A\),

\[
|\delta g|\le B\le2N_A\tau .
\]

Suppose instead that \(\mathcal N\) is chosen by \(e<\tau\). Set \(\kappa_{\mu\nu}=P_{\mu\nu}/Q_{\mu\nu}\), for pairs with \(Q_{\mu\nu}>0\). Since \(WPQ=\kappa e\),

\[
|\delta g|\le2\tau\sum_{\substack{\mathcal N\\ \mu\in A}}\kappa_{\mu\nu}.
\]

The energy error obeys \(|\delta E|\le\tfrac12\sum_{\mathcal N}e\), which has no factor \(\kappa\). This inverse length is the price of using an energy test for a force.

Both lists are symmetric under permutations of the integral indices, and this protects the net force. Shifting all four functions together leaves an integral unchanged, so its four derivatives sum to zero. Averaging over the four positions,

\[
\sum_A\delta g_A=-\tfrac12\sum_{\mathcal N}\Gamma
\big[(\partial\mu\,\nu|\lambda\sigma)+(\mu\,\partial\nu|\lambda\sigma)
+(\mu\nu|\partial\lambda\,\sigma)+(\mu\nu|\lambda\,\partial\sigma)\big]=0 .
\]

A list that tested only the bra derivative could keep one permutation and drop another, and this argument would then fail.

## Why a small integral can have a large slope

With the list and \(D\) both frozen, differentiating the dropped energy gives

\[
\delta g=\frac{\partial}{\partial A_z}
\left[\tfrac12\sum_{\mathcal N}\Gamma(\mu\nu|\lambda\sigma)\right]_{D,\mathcal N}.
\]

For the list of the opening example, the direct sum and finite differences of the dropped energy both give \(-8.3005\times10^{-3}\) hartree/bohr. A bound on the bracket says nothing about its slope.

A pair of s Gaussians shows how large the slope can be. Put exponent \(\alpha\) at the origin and \(\beta\) at distance \(R\) along \(z\), with \(p=\alpha+\beta\) and \(m=\alpha\beta/p\). Completing the square gives

\[
\chi_\alpha\chi_\beta=K e^{-ps^2},\qquad K=e^{-mR^2},
\]

where \(s\) is the distance from the point \(z=\beta R/p\). With \(u=z-\beta R/p\),

\[
(\partial_z\chi_\alpha)\chi_\beta=-2\alpha z\,\chi_\alpha\chi_\beta
=-K(2mR+2\alpha u)e^{-ps^2}.
\]

The two terms have opposite parity in \(u\), so their mutual Coulomb energy vanishes. Let \(J_0\) and \(J_1\) be the self-repulsions of \(e^{-ps^2}\) and \(ue^{-ps^2}\). Then

\[
Q^2=K^2J_0,\qquad
Q'^2=K^2(4m^2R^2J_0+4\alpha^2J_1).
\]

For the ratio \(J_1/J_0\), note that \(ue^{-ps^2}=-(2p)^{-1}\partial_u e^{-ps^2}\). In Fourier space this multiplies the squared amplitude, proportional to \(e^{-k^2/2p}\), by \(k_z^2/4p^2\). The angular average of \(k_z^2\) is \(k^2/3\), and the factor \(k^2\) in the volume element cancels the Coulomb \(1/k^2\):

\[
\frac{J_1}{J_0}=\frac1{12p^2}
\frac{\int_0^\infty k^2e^{-k^2/2p}dk}{\int_0^\infty e^{-k^2/2p}dk}
=\frac{p}{12p^2}=\frac1{12p}.
\]

With \(\chi_\alpha\) differentiated, the ratio is therefore

\[
\kappa_\alpha=\frac{Q'}{Q}=\sqrt{4m^2R^2+\frac{\alpha^2}{3p}} .
\]

For \(\alpha=1.0\), \(\beta=0.5\) bohr\(^{-2}\) and \(R=6\) bohr, \(m=1/3\) and \(p=1.5\), so \(\kappa_\alpha=\sqrt{16+0.222}=4.028\) bohr\(^{-1}\). Direct Coulomb integrals give the same value.

There are two limits. At large separation,

\[
\kappa_\alpha\simeq2mR=2\sqrt{m\ln(1/K)} .
\]

The pairs that are small because they are distant are thus the ones with a growing logarithmic slope. The growth is slow: \(K\kappa_\alpha\) still tends to zero, so tightening the threshold does cure the force error.

At \(R=0\) with equal exponents, \(\kappa_\alpha=\sqrt{\alpha/6}\). Compact functions have large \(\kappa\), but for \(\alpha<6\) bohr\(^{-2}\) the value is below 1 bohr\(^{-1}\). For a quartet made of two such pairs, the energy test is numerically the stricter one in atomic units. The comparison depends on the unit of length, because the two thresholds have different dimensions.

In Li2 at 6.0 bohr, the shell-pair ratios with \(Q>10^{-6}\) (atomic units) run from 0.069 to 10.5 bohr\(^{-1}\). The largest value belongs to a one-centre pair containing the compact core function; two-centre pairs reach 4.7 bohr\(^{-1}\). Among quartets dropped by the energy test, the largest derivative estimate exceeds the numerical value of \(\tau\) by a factor between 8.7 and 10.3.

## Relative errors

The ratio of the relative errors separates into two factors:

\[
\frac{|\delta g|/|g|}{|\delta E|/|E|}
=\frac{|\delta g|}{|\delta E|}\,\frac{|E|}{|g|}.
\]

The first is the slope effect, after all signed cancellations. The second reflects the smallness of the total gradient. Here \(g_2=0.4125\) hartree/bohr, while \(g=-0.0074\); the other contributions must sum to \(-0.4199\) and nearly cancel \(g_2\). The total energy, \(-14.868\) hartree, suffers no comparable cancellation, and \(|E|/|g|=2008\) bohr.

For lists chosen by the energy test, the errors relative to the total energy and total gradient are:

| \(\tau\) (hartree) | energy | gradient | ratio |
|---|---|---|---|
| \(10^{-4}\) | \(6.6\times10^{-4}\) | 1.12 | 1710 |
| \(10^{-5}\) | \(5.5\times10^{-5}\) | 0.105 | 1902 |
| \(10^{-6}\) | \(2.6\times10^{-7}\) | \(3.7\times10^{-3}\) | 13960 |
| \(10^{-7}\) | \(6.0\times10^{-8}\) | \(8.0\times10^{-4}\) | 13230 |
| \(10^{-8}\) | \(6.6\times10^{-9}\) | \(6.2\times10^{-5}\) | 9479 |

At \(\tau=10^{-6}\), the slope factor is \(2.733\times10^{-5}/3.932\times10^{-6}=6.95\) bohr\(^{-1}\), and \(6.95\times2008\approx1.40\times10^4\). At \(10^{-4}\) it is \(8.300\times10^{-3}/9.747\times10^{-3}=0.85\) bohr\(^{-1}\). Since \(|E|/|g|\) is the same for every list, the differences between the rows come from the slope factor alone. The first factor is an inverse length and the second a length, so neither can be compared with 1 to decide which of them causes the loss. Larger relative gradient errors are the result for these five lists, not a theorem: signed terms may cancel in either \(\delta g\) or \(\delta E\).

Near a minimum the second factor grows without limit. At 5.3 bohr the gradient is \(-1.83\times10^{-4}\) hartree/bohr. With \(\tau=10^{-6}\), the lost part is \(7.16\times10^{-5}\), or 39 % of it, against 0.37 % at 6.0 bohr. The absolute loss rose by a factor of 2.6, while the gradient fell by a factor of 40. This small gradient depends strongly on the basis: the minimum moves from 5.287 bohr to 5.260 bohr in def2-QZVP, where the gradient at 5.3 bohr is \(-5.8\times10^{-4}\) hartree/bohr. The curvature used below changes by less than 1 %.

A relative criterion is therefore unsuitable for optimization; the absolute error decides where the optimizer stops. If the gradient along the bond is \(k(R-R_0)\) near the minimum \(R_0\), an error \(\delta g\) shifts its zero by about \(|\delta g|/k\). The two computed gradients give the secant \((0.00740-0.00018)/0.7=0.010\) hartree/bohr\(^2\), which underestimates \(k\) because the bond softens as it is stretched. The curvature at 5.3 bohr is about 0.0145 hartree/bohr\(^2\), so the shift is about \(7.16\times10^{-5}/0.0145=0.005\) bohr.

## Choosing a guaranteed threshold

Testing \(b\) instead of \(e\) makes the threshold a force threshold, but the number of dropped terms still matters. At \(\tau=10^{-6}\) hartree/bohr, \(N_A=206966\), and the levels of the estimate are, in hartree/bohr,

\[
|\delta g|=5.8\times10^{-6},\quad
B=3.1\times10^{-2},\quad
2N_A\tau=0.41 .
\]

The count bound is loose because most dropped terms lie well below \(\tau\). The summed bound ignores signs, uses block maxima, and replaces each integral and each \(|\Gamma|\) by an upper bound; all of these can make it loose, and the calculation does not separate them. Nor does a gradient test rescue a coarse threshold: at \(10^{-4}\) it still loses \(7.3\times10^{-3}\) hartree/bohr, about 99 % of the total gradient.

A force tolerance \(\eta\) can be guaranteed by letting the estimates set the cut:

1. Form the block maxima \(Q\), \(P\) and \(d\), and from them \(b\).
2. For each atom, sort the values of \(b\) with \(\mu\in A\) in increasing order.
3. Accumulate twice their sum, and take as \(\tau_A\) the first value that would carry the sum above \(\eta\).
4. Drop quartets with \(b<\min_A\tau_A\), using strict inequality so that permutations with equal estimates stay together.

Since \(WPQ\le b\), this ensures \(|\delta g|\le\eta\) on every atom. In Li2 the atoms are equivalent, and one suffices. Storing every estimate is impractical for a large molecule; counts in logarithmic bins, each term taken at the upper edge of its bin, preserve the guarantee.

For \(\eta=10^{-5}\) hartree/bohr (\(5.1\times10^{-4}\) eV/Å), the cut at 6.0 bohr is \(6.0\times10^{-10}\) hartree/bohr, and 30 % of the quartets are dropped. The summed bound is \(7.8\times10^{-6}\) and the actual loss \(1.1\times10^{-9}\) hartree/bohr. The guarantee is met with a large margin, paid for in integrals that could have been dropped. The count bound would give \(2\times92276\times5.956\times10^{-10}=1.1\times10^{-4}\) hartree/bohr and would reject this same list.

## What the bound does not cover

The bound holds for a given \(D\). If screening or incomplete convergence in the self-consistent cycle changes the density by a small amount \(\Delta\), the energy error is of order \(\Delta^2\), because the energy is stationary under allowed changes of the orbitals. The gradient expression is not stationary in \(D\), so its error is in general of order \(\Delta\). This must be controlled separately.

The list also changes as the atoms move. When a quartet of functions crosses the energy threshold, its permutations, at most eight, enter or leave together, and the screened energy can jump by up to \(\tfrac12\times8\tau=4\tau\). A whole shell block crosses at once and can add several such jumps. At a crossing the screened energy has no derivative if the jump is nonzero. Between crossings the list is frozen but the density is not, and the argument that removed \(D'\) holds only for the energy that the orbitals make stationary. With the density of the unscreened calculation, as used here, that is the full energy, and the screened gradient is not the slope of the screened energy. For the list of the opening example, letting the unscreened density follow the atoms changes the slope of the dropped energy from \(-0.00830\) to \(-0.00661\) hartree/bohr. The screened energy then has slope \(-0.00740-(-0.00661)=-0.00079\) hartree/bohr, far too small but of the correct sign; the reversed sign belongs to the gradient formula with dropped derivative terms. If instead the orbitals are converged with the same frozen list removed from the integrals, the screened energy is the stationary one and the two agree: at \(\tau=10^{-6}\) formula and slope both give \(-0.007378\) hartree/bohr. A coarse list then damages the density itself; at \(10^{-4}\) both give \(-0.093\) hartree/bohr.

Finally, the bound measures screening error within RHF and the chosen basis. It does not measure the missing electron correlation or the basis-set error. The full set of computed values is in the numerical output below.

## Table of computed values

```
Li2, RHF/def2-TZVP; basis functions: 28
Stretched distance: 6.0 bohr
Total energy: -14.86800325 hartree
Total gradient, first atom: -0.00740351 hartree/bohr
Two-electron energy: 6.162657 hartree
Two-electron gradient part: 0.412504 hartree/bohr
Total gradient by differences: -0.00740338 hartree/bohr
Two-electron part by differences: 0.412504 hartree/bohr
Frozen list (1e-4), lost gradient: -8.300459e-03 hartree/bohr
Same, by energy differences: -8.300460e-03 hartree/bohr
Largest derivative integral / Schwarz bound: 1.0000
s Gaussians: a=1.0, b=0.5 bohr^-2
R/bohr | K | kappa formula | kappa integrals (bohr^-1)
2.0 | 2.636e-01 | 1.414214 | 1.414214
4.0 | 4.828e-03 | 2.708013 | 2.708013
6.0 | 6.144e-06 | 4.027682 | 4.027682
Li2 shell-pair kappa range (Q>1e-6): 0.069 to 10.491 bohr^-1
Energy-estimate list: lost E in hartree; gradients in hartree/bohr
tau | dropped % | |lost E| | |lost g| | g bound | max est/tau
1e-04 | 95.63 | 9.747e-03 | 8.300e-03 | 2.254e+00 | 8.92
1e-05 | 86.62 | 8.208e-04 | 7.775e-04 | 5.475e-01 | 9.95
1e-06 | 71.91 | 3.932e-06 | 2.733e-05 | 7.831e-02 | 10.20
1e-07 | 57.73 | 8.942e-07 | 5.891e-06 | 8.211e-03 | 10.32
1e-08 | 41.56 | 9.744e-08 | 4.599e-07 | 5.619e-04 | 8.69
Relative errors, same lists; last column uses two-electron parts
tau | rel E | rel g | ratio, totals | ratio, two-electron
1e-04 | 6.555e-04 | 1.121e+00 | 1.710e+03 | 1.272e+01
1e-05 | 5.521e-05 | 1.050e-01 | 1.902e+03 | 1.415e+01
1e-06 | 2.645e-07 | 3.692e-03 | 1.396e+04 | 1.038e+02
1e-07 | 6.014e-08 | 7.957e-04 | 1.323e+04 | 9.842e+01
1e-08 | 6.554e-09 | 6.212e-05 | 9.479e+03 | 7.052e+01
|total E / total g|: 2008.2 bohr
Gradient-estimate list; gradients in hartree/bohr
tau | dropped % | N_A | |lost g| | summed bound | 2 N_A tau
1e-04 | 95.47 | 293414 | 7.330e-03 | 1.797e+00 | 5.868e+01
1e-05 | 84.23 | 258872 | 2.639e-04 | 3.205e-01 | 5.177e+00
1e-06 | 67.34 | 206966 | 5.807e-06 | 3.064e-02 | 4.139e-01
1e-07 | 51.52 | 158336 | 1.556e-06 | 2.986e-03 | 3.167e-02
1e-08 | 37.46 | 115128 | 8.572e-08 | 1.219e-04 | 2.303e-03
At 5.3 bohr, total gradient: -0.00018278 hartree/bohr
At 5.3 bohr, tau=1e-6: |lost g|=7.161e-05, bound=9.504e-02 hartree/bohr
Bound/|total g|: 1.058e+01 at 6.0 bohr; 5.200e+02 at 5.3 bohr
Requested gradient tolerance: 1.0e-05 hartree/bohr = 5.142e-04 eV/angstrom
Guaranteed cut: 5.956e-10 hartree/bohr; dropped 30.03 %, N_A=92276
Guaranteed list: |lost g|=1.082e-09, bound=7.762e-06 hartree/bohr
```
